**Quantum line-shape and Marcus rates for an oxide trap near 4 K**

The program tests the capture and emission rates of a trap coupled to one displaced harmonic mode and to a degenerate inversion layer. Here $\lambda$ is the relaxation energy, $\omega$ the phonon energy, $S=\lambda/\omega$, and $\Gamma$ the electronic rate. With the trap level at the Fermi level, both quantum rates tend to $\Gamma e^{-S}/2$ on cooling, while the Marcus rate vanishes. The program asserts that the closed formula agrees with sums over Franck–Condon factors obtained by diagonalization, including detailed balance and the first thermal rise above the plateau. It also asserts the ground-state overlaps on a grid, the action under the crossing barrier, the effect of doubling the mass, and the cold and hot limits of the directly integrated Marcus rate. For $\lambda=1$ eV, $\omega=0.06$ eV and a depth of 1 nm, the output gives 2.4 s⁻¹ at 4.2 K, against a Marcus rate of about $10^{-294}$ s⁻¹. The last group of lines sizes neglected effects; the largest of them, a soft mode carrying 5% of $\lambda$, lowers the cold rate by a factor 0.08.

## Check in Python

```python
"""Charge exchange of an oxide trap with an inversion layer, one harmonic mode.

Result under test (rates in units of the electronic rate Gamma/hbar):
  capture = 1/2 exp(D/2kT) exp(-S coth x) sum_p I_p(S/sinh x)/cosh((p*hw-D)/2kT)
  emission = capture * exp(-D/kT);  at D = 0 and T -> 0 both tend to exp(-S)/2,
  whereas the classical Marcus rate vanishes as exp(-lam/4kT).
Symbols: lam relaxation energy, hw phonon quantum, S = lam/hw, x = hw/2kT,
D = Fermi level minus trap level, p = phonons released on capture.
Energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ive, expit, erf, erfc

kB = sc.k / sc.e
lam, hw = 1.0, 0.06
S = lam / hw
T_cold = 4.2


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- formulas derived in the theory ----------
def quantum_rate(T, D=0.0, S=S):
    kT = kB * T
    x = hw / (2 * kT)
    p = np.arange(-400, 401)
    u = np.abs(p * hw - D) / (2 * kT)
    sech = 2 * np.exp(-u) / (1 + np.exp(-2 * u))
    total = np.sum(ive(np.abs(p), S / np.sinh(x)) * sech)
    return 0.5 * np.exp(D / (2 * kT) - S * np.tanh(x / 2)) * total


# ---------- Franck-Condon factors by diagonalization ----------
N = 300
levels = np.arange(N)
values, U = eigh_tridiagonal(levels + S, np.sqrt(S * levels[1:]))
assert np.allclose(values[:60], levels[:60], atol=1e-8)
FC = U**2                                  # rows: empty trap, columns: filled
released = levels[None, :] - levels[:, None]
M = 60                                     # thermally populated start levels


def direct_rates(T, D=0.0):
    kT = kB * T
    pop = np.exp(-levels[:M] * hw / kT)
    pop /= pop.sum()
    filled = expit(-(released * hw - D) / kT)
    empty = expit((released * hw - D) / kT)
    capture = np.sum(pop[:, None] * FC[:M] * filled[:M])
    emission = np.sum(pop[None, :] * FC[:, :M] * empty[:, :M])
    return capture, emission


for T, D in [(4.2, 0), (4.2, 0.001), (120, 0), (300, 0), (300, 0.12)]:
    cap, emi = direct_rates(T, D)
    assert close(quantum_rate(T, D), cap, 1e-6)
    assert close(quantum_rate(T, D) * np.exp(-D / (kB * T)), emi, 1e-6)

# generating function, mean and variance of the released phonon number
x300 = hw / (2 * kB * 300)
nbar = 1 / np.expm1(2 * x300)
pop = np.exp(-2 * x300 * levels[:M])
pop /= pop.sum()
weight = pop[:, None] * FC[:M]
for theta in (0.2, 0.7):
    numeric = np.sum(weight * np.exp(1j * theta * released[:M]))
    formula = np.exp(-S * (2 * nbar + 1) + S * (nbar + 1) * np.exp(1j * theta)
                     + S * nbar * np.exp(-1j * theta))
    assert abs(numeric - formula) < 1e-8
mean = np.sum(weight * released[:M])
variance = np.sum(weight * (released[:M] - mean)**2)
assert close(mean, S, 1e-7) and close(variance, S / np.tanh(x300), 1e-6)

# first thermal rise above the cold plateau
n60 = 1 / np.expm1(hw / (kB * 60))
rise = (direct_rates(60)[0] / (0.5 * np.exp(-S)) - 1) / n60
assert close(rise, S * (S + 2), 0.01)


# ---------- classical rate by direct integration, as a logarithm ----------
def marcus_log(T, D=0.0, bottom=None):
    """ln of the capture rate; bottom = Fermi level minus band bottom."""
    kT = kB * T
    step = 0.05 * kT
    y = D + step * np.arange(-10000, 10001)     # electron energy minus level
    g = -np.logaddexp(0, (y - D) / kT) - (lam - y)**2 / (4 * lam * kT)
    if bottom is not None:
        g = np.where(y - D >= -bottom, g, -np.inf)
    top = g.max()
    area = step * np.sum(np.exp(g - top))
    return top + np.log(area / np.sqrt(4 * np.pi * lam * kT))


kTc = kB * T_cold
marcus_asymptote = np.log(0.5 * np.sqrt(np.pi * kTc / lam)) - lam / (4 * kTc)
assert abs(marcus_log(T_cold) - marcus_asymptote) < 2e-3
barrier_biased = -kTc * marcus_log(T_cold, 0.4)
assert abs(barrier_biased - (lam - 0.4)**2 / (4 * lam)) < 0.003
marcus_no_barrier = np.exp(marcus_log(T_cold, lam))
assert close(marcus_no_barrier, 0.5, 1e-3)
for ratio, tol in ((3, 2e-2), (6, 5e-3)):       # hot limit: quantum = classical
    T_hot = ratio * hw / kB
    assert close(quantum_rate(T_hot), np.exp(marcus_log(T_hot)), tol)

# ---------- nuclear tunnelling: ground states on a grid ----------
h = 0.01
q = -7 + h * np.arange(2001)
shift = np.sqrt(2 * S)                     # in units of sqrt(hbar/(m w))


def ground(center, mass=1.0, spring=1.0):
    diag = 1 / (mass * h**2) + 0.5 * spring * (q - center)**2
    off = np.full(q.size - 1, -0.5 / (mass * h**2))
    vec = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))[1][:, 0]
    return vec * np.sign(vec.sum())


product = ground(0) * ground(shift)
assert close(product.sum()**2, np.exp(-S), 3e-3)
forbidden = (q > 1) & (q < shift - 1)      # outside both classical ranges
share = product[forbidden].sum() / product.sum()
assert abs(share - erf(shift / 2 - 1)) < 2e-3
heavy = np.sum(ground(0, mass=2) * ground(shift, mass=2))**2
assert close(heavy, np.exp(-np.sqrt(2) * S), 3e-3)
heavy_factor = heavy / product.sum()**2
r = 0.9                                    # frequency ratio after capture
soft_well = np.sum(ground(0) * ground(shift, spring=r**2))**2
assert close(soft_well, 2 * np.sqrt(r) / (1 + r) * np.exp(-2 * r * S / (1 + r)),
             3e-3)
soft_well_factor = soft_well / product.sum()**2

# action under the crossing barrier for an oxygen-like mode, SI units
mass_u = 16.0
m_si = mass_u * sc.atomic_mass
w_si = hw * sc.e / sc.hbar
d_si = np.sqrt(2 * lam * sc.e / (m_si * w_si**2))
u_si = np.sqrt(sc.hbar / (2 * m_si * w_si))


def momentum(s):                           # s = fraction of the displacement
    potential = 0.5 * m_si * w_si**2 * (d_si * min(s, 1 - s))**2
    return np.sqrt(2 * m_si * potential) * d_si / sc.hbar


action = 2 * quad(momentum, 0, 1, points=[0.5])[0]
assert close(action, S, 1e-8)

# several modes: the exponents add (two modes, joint diagonalization)
nb = 20
a = np.diag(np.sqrt(np.arange(1, nb)), 1)
one = np.eye(nb)
H2 = (np.kron(a.T @ a + np.sqrt(1.2) * (a + a.T), one)
      + 0.25 * np.kron(one, a.T @ a + np.sqrt(0.8) * (a + a.T)))
assert close(np.linalg.eigh(H2)[1][0, 0]**2, np.exp(-2.0), 1e-4)

# ---------- worked example ----------
depth_nm, barrier, m_ox, attempt = 1.0, 3.1, 0.42, 1e13
sheet_cm2, m_t, valleys = 5e12, 0.19, 2
field = sc.e * sheet_cm2 * 1e4 / (3.9 * sc.epsilon_0)          # V/m


def electron_factor(F):
    def kappa(z):
        return np.sqrt(2 * m_ox * sc.m_e * sc.e * (barrier - F * z)) / sc.hbar
    zt = depth_nm * 1e-9
    return np.exp(-2 * zt * quad(lambda s: kappa(s * zt), 0, 1)[0])


gamma = attempt * electron_factor(0.0)                         # 1/s
field_factor = electron_factor(field) / electron_factor(0.0)
dos = valleys * m_t * sc.m_e / (np.pi * sc.hbar**2) * sc.e * 1e-4  # 1/(eV cm2)


def fermi_above_bottom(T):
    t = sheet_cm2 / (dos * kB * T)
    return kB * T * (t + np.log(-np.expm1(-t)))


bottom_factor = np.exp(marcus_log(300, 0, fermi_above_bottom(300))
                       - marcus_log(300))
soft_share, soft_hw = 0.05, 0.015
S_two = (1 - soft_share) * lam / hw + soft_share * lam / soft_hw
cold = quantum_rate(T_cold)
T_double = brentq(lambda T: quantum_rate(T) / cold - 2, 20, 300)
T_estimate = hw / (kB * np.log(1 + S * (S + 2)))
window = kTc * np.log(10)
cap10, emi10 = direct_rates(T_cold, window)
assert close(cap10 / emi10, 10, 1e-6)
gauss_excess = 0.5 * erfc(np.sqrt(S / 2)) / cold

print(f"relaxation energy {lam:.2f} eV, phonon {hw:.3f} eV")
print(f"Huang-Rhys factor S {S:.2f}")
print(f"exp(-S) {np.exp(-S):.3e}")
print(f"mode mass {mass_u:.0f} u")
print(f"well displacement {d_si*1e10:.3f} angstrom")
print(f"zero-point rms amplitude {u_si*1e10:.4f} angstrom")
print(f"action under crossing barrier / hbar {action:.2f}")
print(f"overlap share from forbidden region {100*share:.1f} %")
print(f"classical crossing barrier lam/4 {lam/4:.3f} eV")
print(f"trap depth {depth_nm:.1f} nm, barrier {barrier:.1f} eV")
print(f"oxide tunnelling mass {m_ox:.2f} m_e, attempt {attempt:.0e} 1/s")
print(f"electron tunnelling factor {electron_factor(0.0):.3e}")
print(f"electronic rate Gamma/hbar {gamma:.3e} 1/s")
print("rates with trap level at the Fermi level:")
for T in (4.2, 77, 150, 300):
    lc = (marcus_log(T) + np.log(gamma)) / np.log(10)
    print(f"T {T:5.1f} K: quantum {gamma*quantum_rate(T):.3e} 1/s,"
          f" log10(Marcus s) {lc:.2f}")
print(f"quantum/Marcus at 300 K {quantum_rate(300)/np.exp(marcus_log(300)):.2f}")
print(f"exponent at 300 K: quantum {S*np.tanh(x300/2):.2f},"
      f" classical {lam/(4*kB*300):.2f}")
print(f"exponent at 4.2 K: quantum {S*np.tanh(hw/(4*kTc)):.2f},"
      f" classical {lam/(4*kTc):.1f}")
print(f"mean dwell time at 4.2 K {1/(gamma*cold):.3f} s")
print(f"rate doubles above plateau at {T_double:.1f} K")
print(f"first-order estimate of that {T_estimate:.1f} K")
print(f"kT at 4.2 K {kTc:.3e} eV")
print(f"level offset for 10:1 dwell times {window:.2e} eV")
print(f"oxide field change for that {window/depth_nm*10:.2e} MV/cm")
print(f"capture, emission at that offset {gamma*cap10:.3f}, {gamma*emi10:.3f} 1/s")
slow = 0.5 * gamma * np.exp(-2 * lam / hw)
print(f"dwell time at 4.2 K if lam = {2*lam:.0f} eV {1/slow:.2e} s")
print(f"Marcus capture/(Gamma/hbar), offset = lam, 4.2 K {marcus_no_barrier:.3f}")
print(f"Marcus barrier from rate at offset 0.4 eV {barrier_biased:.4f} eV")
print(f"zero-point Gaussian / true rate at 4.2 K {gauss_excess:.0f}")
print(f"cold rate factor, mass doubled {heavy_factor:.2e}")
print("neglected effects, factor on the rate:")
print(f"{100*soft_share:.0f} % of lam in a {soft_hw:.3f} eV mode: S {S_two:.2f},"
      f" factor {np.exp(S-S_two):.3f}")
print(f"filled well {100*(1-r):.0f} % lower frequency: {soft_well_factor:.2f}")
print(f"sheet density {sheet_cm2:.0e} 1/cm2, field {field*1e-8:.2f} MV/cm")
print(f"field in electron barrier: {field_factor:.2f}")
print(f"Fermi level above subband at 4.2 K {fermi_above_bottom(T_cold):.4f} eV")
print(f"Fermi level above subband at 300 K {fermi_above_bottom(300):.4f} eV")
print(f"subband bottom, Marcus at 300 K: {bottom_factor:.2f}")
print(f"spin degeneracy level shift at 4.2 K {kTc*np.log(2):.2e} eV")
print(f"lifetime broadening Gamma {gamma*sc.hbar/sc.e:.2e} eV")
print("all good")
```

Running it gives:

```
relaxation energy 1.00 eV, phonon 0.060 eV
Huang-Rhys factor S 16.67
exp(-S) 5.778e-08
mode mass 16 u
well displacement 0.381 angstrom
zero-point rms amplitude 0.0467 angstrom
action under crossing barrier / hbar 16.67
overlap share from forbidden region 99.2 %
classical crossing barrier lam/4 0.250 eV
trap depth 1.0 nm, barrier 3.1 eV
oxide tunnelling mass 0.42 m_e, attempt 1e+13 1/s
electron tunnelling factor 8.364e-06
electronic rate Gamma/hbar 8.364e+07 1/s
rates with trap level at the Fermi level:
T   4.2 K: quantum 2.416e+00 1/s, log10(Marcus s) -293.84
T  77.0 K: quantum 2.506e+00 1/s, log10(Marcus s) -9.59
T 150.0 K: quantum 1.470e+01 1/s, log10(Marcus s) -1.49
T 300.0 K: quantum 2.054e+03 1/s, log10(Marcus s) 2.85
quantum/Marcus at 300 K 2.89
exponent at 300 K: quantum 8.71, classical 9.67
exponent at 4.2 K: quantum 16.67, classical 690.7
mean dwell time at 4.2 K 0.414 s
rate doubles above plateau at 118.0 K
first-order estimate of that 121.2 K
kT at 4.2 K 3.619e-04 eV
level offset for 10:1 dwell times 8.33e-04 eV
oxide field change for that 8.33e-03 MV/cm
capture, emission at that offset 4.393, 0.439 1/s
dwell time at 4.2 K if lam = 2 eV 7.16e+06 s
Marcus capture/(Gamma/hbar), offset = lam, 4.2 K 0.500
Marcus barrier from rate at offset 0.4 eV 0.0914 eV
zero-point Gaussian / true rate at 4.2 K 771
cold rate factor, mass doubled 1.00e-03
neglected effects, factor on the rate:
5 % of lam in a 0.015 eV mode: S 19.17, factor 0.082
filled well 10 % lower frequency: 2.40
sheet density 5e+12 1/cm2, field 2.32 MV/cm
field in electron barrier: 1.25
Fermi level above subband at 4.2 K 0.0315 eV
Fermi level above subband at 300 K 0.0224 eV
subband bottom, Marcus at 300 K: 0.64
spin degeneracy level shift at 4.2 K 2.51e-04 eV
lifetime broadening Gamma 5.51e-08 eV
all good
```
